# Spin waves and Bloch's law in the Heisenberg ferromagnet

## A. The question

A ferromagnetic insulator near absolute zero has almost all its atomic moments aligned. Warming it slightly reduces the magnetization. If the elementary disturbance were one spin tipped over at a fixed site, it would cost a finite exchange energy, and the loss would be exponentially small at low temperature. Exchange, however, lets the reversal move from site to site. Spread over the crystal as a long wave, it can cost very little. The size of the loss therefore depends on the energy of these waves and on how many are thermally excited.

This appendix derives both. The energy of one wave is an exact result for the model below. The thermal law is its leading low-temperature result when the waves are treated as independent bosons.

## B. Model and ground state

Place spins of length \(S\) on \(N\) equivalent sites \(\mathbf r_i\) of a Bravais lattice with periodic boundaries. The spin operators are dimensionless, so exchange constants are energies. The Hamiltonian is

\[
H=-\frac12\sum_{i\ne j}J_{ij}\,\mathbf S_i\cdot\mathbf S_j-h\sum_iS_i^z ,
\qquad J_{ij}=J(\mathbf r_i-\mathbf r_j)=J_{ji}\ge0 .
\]

The double sum meets each pair twice and the factor \(1/2\) corrects for this: a pair contributes \(-J_{ij}\mathbf S_i\cdot\mathbf S_j\). Code that sums over ordered pairs without the \(1/2\) must replace \(J\) by \(2J\) in every result below. The \(z\) axis points along the spin direction favoured by the field, and \(h=g\mu_BB\ge0\) is the Zeeman energy. For electron spins, whose magnetic moment is opposite to the spin, \(z\) is opposite to the field and to the moment. Define

\[
J(\mathbf q)=\sum_{\mathbf R\ne0}J(\mathbf R)\cos(\mathbf q\cdot\mathbf R).
\]

Let \(|F\rangle\) be the state with \(S_i^z=S\) on every site. For any pair,

\[
\mathbf S_i\cdot\mathbf S_j=\tfrac12\left[(\mathbf S_i+\mathbf S_j)^2-2S(S+1)\right]
\le\tfrac12\left[2S(2S+1)-2S(S+1)\right]=S^2 ,
\]

because the total spin of the pair is at most \(2S\). The aligned state reaches this bound for all pairs at once, and it also minimizes the Zeeman energy. It is therefore a ground state, with energy

\[
E_0=-\tfrac12NS^2J(0)-hNS .
\]

## C. One spin flip

Use \(S^\pm=S^x\pm iS^y\), with

\[
[S^z,S^-]=-S^-,\qquad [S^+,S^-]=2S^z ,
\]

and zero commutators between different sites. Also write

\[
\mathbf S_i\cdot\mathbf S_j=S_i^zS_j^z+\tfrac12\left(S_i^+S_j^-+S_i^-S_j^+\right).
\]

Only terms containing site \(i\) fail to commute with \(S_i^-\). Each such pair appears twice in the double sum, which cancels the \(1/2\). For one pair,

\[
[\mathbf S_i\cdot\mathbf S_j,S_i^-]=-S_i^-S_j^z+S_i^zS_j^- .
\]

The first term comes from \([S_i^z,S_i^-]\), the second from \(\frac12[S_i^+,S_i^-]S_j^-\). With the minus signs in \(H\),

\[
[H,S_i^-]=\sum_{j\ne i}J_{ij}\left(S_i^-S_j^z-S_i^zS_j^-\right)+hS_i^- .
\]

Now act on \(|F\rangle\). Since \(i\ne j\), each \(S^z\) acts on an unflipped site and gives \(S\). Hence

\[
(H-E_0)S_i^-|F\rangle
=S\sum_{j\ne i}J_{ij}\left(S_i^--S_j^-\right)|F\rangle+hS_i^-|F\rangle .
\]

The first term is the energy cost \(SJ(0)\) of a flip held in place. The second moves the flip to another site. No state with two or more flips appears, so the problem closes within \(N\) states.

Translation symmetry suggests the superposition

\[
|\mathbf q\rangle=\frac1{\sqrt{2SN}}\sum_i e^{i\mathbf q\cdot\mathbf r_i}S_i^-|F\rangle .
\]

It is normalized because \(\langle F|S_i^+S_j^-|F\rangle=2S\delta_{ij}\). In the hopping term, collect everything that ends on site \(j\):

\[
\sum_{i\ne j}J_{ij}e^{i\mathbf q\cdot\mathbf r_i}
=e^{i\mathbf q\cdot\mathbf r_j}\sum_{\mathbf R\ne0}J(\mathbf R)e^{i\mathbf q\cdot\mathbf R}
=J(\mathbf q)e^{i\mathbf q\cdot\mathbf r_j}.
\]

The sine part cancels between \(\mathbf R\) and \(-\mathbf R\). Therefore

\[
H|\mathbf q\rangle=[E_0+\varepsilon(\mathbf q)]|\mathbf q\rangle,
\qquad
\varepsilon(\mathbf q)=S[J(0)-J(\mathbf q)]+h .
\]

No approximation was made, and the result holds for any \(S\). The eigenvalue calculation does not use the sign of \(J\); that sign was needed to show that \(|F\rangle\) is a ground state. If some wave had \(\varepsilon(\mathbf q)<0\), the aligned state would not be the lowest one.

There are \(N\) allowed wavevectors, and their states are orthogonal. They therefore exhaust the one-flip states.

### What the wave looks like

The total \(S^z\) is \(NS-1\). The flip is found on each site with probability \(1/N\), so \(\langle S_i^z\rangle=S-1/N\). No single spin is reversed; the reduction is shared.

The wave pattern appears in the transverse correlations. From

\[
S_j^+|\mathbf q\rangle=\frac{2S}{\sqrt{2SN}}e^{i\mathbf q\cdot\mathbf r_j}|F\rangle
\]

one obtains \(\langle S_i^-S_j^+\rangle=(2S/N)e^{i\mathbf q\cdot(\mathbf r_j-\mathbf r_i)}\). Averaging this with its complex conjugate gives, for \(i\ne j\),

\[
\langle S_i^xS_j^x+S_i^yS_j^y\rangle
=\frac{2S}{N}\cos[\mathbf q\cdot(\mathbf r_i-\mathbf r_j)] .
\]

The transverse components of two spins are thus correlated with a relative angle \(\mathbf q\cdot(\mathbf r_i-\mathbf r_j)\), although each has zero mean. This quantized spin wave is called a magnon.

At \(\mathbf q=0\) and \(h=0\) its energy vanishes. The operator \(\sum_iS_i^-\) then changes only the orientation of the total spin, which exchange does not resist.

## D. Long waves and stiffness

For short-ranged exchange, expand \(1-\cos x\approx x^2/2\):

\[
\varepsilon(\mathbf q)-h\approx\frac S2\sum_{\mathbf R}J(\mathbf R)(\mathbf q\cdot\mathbf R)^2 .
\]

Cubic symmetry makes \(\sum J R_\alpha R_\beta\) equal to \(\frac13\delta_{\alpha\beta}\sum JR^2\). Thus

\[
\varepsilon(\mathbf q)\approx h+Dq^2,\qquad
D=\frac S6\sum_{\mathbf R}J(\mathbf R)R^2 .
\]

Let \(a\) be the edge of the conventional cube and let exchange join nearest neighbours only. The sum of \(R^2\) is \(6a^2\) for simple cubic, \(8(3a^2/4)=6a^2\) for body-centred cubic, and \(12(a^2/2)=6a^2\) for face-centred cubic. All three have

\[
D=JSa^2 .
\]

They differ in the volume per site \(v\), which is \(a^3\), \(a^3/2\) and \(a^3/4\) respectively. For the simple cubic lattice the whole band is

\[
\varepsilon(\mathbf q)=h+2JS\left[3-\cos(q_xa)-\cos(q_ya)-\cos(q_za)\right].
\]

## E. More than one magnon

Thermal states contain many magnons, and the one-magnon proof does not cover them. Define \(S_{\mathbf k}^-=\sum_ie^{i\mathbf k\cdot\mathbf r_i}S_i^-\). Moving \(H\) to the right through two such operators gives

\[
HS_{\mathbf k}^-S_{\mathbf p}^-|F\rangle
=[E_0+\varepsilon(\mathbf k)+\varepsilon(\mathbf p)]S_{\mathbf k}^-S_{\mathbf p}^-|F\rangle
+[[H,S_{\mathbf k}^-],S_{\mathbf p}^-]|F\rangle .
\]

The last term measures the failure of simple addition. Insert the commutator of Section C. The needed pieces are

\[
[S_i^-S_j^z,S_{\mathbf p}^-]=-e^{i\mathbf p\cdot\mathbf r_j}S_i^-S_j^-,
\qquad
[S_i^zS_j^-,S_{\mathbf p}^-]=-e^{i\mathbf p\cdot\mathbf r_i}S_i^-S_j^- .
\]

Their difference gives

\[
[[H,S_{\mathbf k}^-],S_{\mathbf p}^-]
=\sum_{i\ne j}J_{ij}e^{i\mathbf k\cdot\mathbf r_i}
\left(e^{i\mathbf p\cdot\mathbf r_i}-e^{i\mathbf p\cdot\mathbf r_j}\right)S_i^-S_j^- .
\]

Exchange the labels \(i,j\) and average the two equal expressions:

\[
[[H,S_{\mathbf k}^-],S_{\mathbf p}^-]
=\frac12\sum_{i\ne j}J_{ij}
\left(e^{i\mathbf k\cdot\mathbf r_i}-e^{i\mathbf k\cdot\mathbf r_j}\right)
\left(e^{i\mathbf p\cdot\mathbf r_i}-e^{i\mathbf p\cdot\mathbf r_j}\right)S_i^-S_j^- .
\]

Each bracket is small when its wave varies little over the exchange range. The extra term therefore vanishes as the product of the two wavenumbers. For two waves of similar length this is the same order as their energies, so relative to those energies the term is small through dilution: it acts only when the two flips lie within the exchange range.

The effect of dilution can be seen for two flips with \(S=1/2\), \(h=0\) and zero total momentum in a periodic simple cubic box of \(N=L^3\) sites. Let \(\psi(\mathbf r)=\psi(-\mathbf r)\) be the amplitude for separation \(\mathbf r\ne0\). Each antiparallel bond costs \(J/2\), and either flip can hop with amplitude \(-J/2\). The pair energy \(E\) therefore obeys

\[
E\psi(\mathbf r)=J\sum_{\boldsymbol\delta:\ \mathbf r+\boldsymbol\delta\ne0}
\left[\psi(\mathbf r)-\psi(\mathbf r+\boldsymbol\delta)\right],
\]

where \(\boldsymbol\delta\) runs over nearest-neighbour vectors. Compare its three lowest nonzero levels, found by matrix diagonalization, with the free-pair energy \(2J[1-\cos(2\pi/L)]\). The largest shift, relative to that energy, is 2.25% for \(L=6\), 1.03% for \(L=8\) and 0.55% for \(L=10\). The product of \(N\) and the fractional shift is 4.9, 5.3 and 5.5, so the shift falls roughly as \(1/N\).

These facts motivate, but do not prove, treating a dilute gas of magnons as independent bosons. The operators \(S_{\mathbf k}^-\) commute, so exchanging two magnons leaves the state unchanged, as for bosons. The approximation ignores the interaction above and the limit of \(2S\) flips per site. It is used from here on.

## F. Bloch's law

A boson mode holding \(m\) magnons has thermal weight \(e^{-m\varepsilon/k_BT}\). \(H\) conserves the total \(S^z\), and with it the number of magnons, but the thermal sum runs over all values of the total \(S^z\). No separate chemical potential is therefore introduced; the field \(h\), already contained in \(\varepsilon\), controls the number. With \(y=e^{-\varepsilon/k_BT}\), the mean number is

\[
\frac{\sum_{m\ge0}m y^m}{\sum_{m\ge0}y^m}=\frac{y}{1-y}
=\frac1{e^{\varepsilon/k_BT}-1}.
\]

Each magnon lowers the total \(S^z\) by one, while the saturated value is \(NS\). Hence

\[
\frac{M(T)}{M(0)}=1-\frac nS,\qquad
n=v\int_{\rm BZ}\frac{d^3q}{(2\pi)^3}\frac1{e^{\varepsilon(\mathbf q)/k_BT}-1},
\]

where BZ denotes the Brillouin zone. Take \(N\to\infty\) first and \(h\to0^+\) afterwards. The field selects the direction of the moment. In a finite crystal the uniform mode would hold about \(k_BT/h\) magnons; its contribution per site, \(k_BT/(Nh)\), vanishes in this order of limits.

At low temperature the important waves have \(Dq^2\) of order \(k_BT\), far inside the zone. To leading order the energy may be replaced by \(Dq^2\); Section G finds the relative error, proportional to \(T\), for the simple cubic band. The integral may then be extended to infinity, since the added region is exponentially suppressed. The angular integral gives \(4\pi\):

\[
n\approx\frac v{2\pi^2}\int_0^\infty\frac{q^2\,dq}{e^{Dq^2/k_BT}-1}.
\]

Set \(x=Dq^2/k_BT\). Then \(q^2dq=\frac12(k_BT/D)^{3/2}x^{1/2}dx\), and

\[
n\approx\frac v{4\pi^2}\left(\frac{k_BT}{D}\right)^{3/2}
\int_0^\infty\frac{x^{1/2}}{e^x-1}\,dx .
\]

Expand the Bose factor as \(\sum_{m\ge1}e^{-mx}\) and integrate term by term:

\[
\int_0^\infty\frac{x^{1/2}}{e^x-1}dx
=\Gamma(\tfrac32)\sum_{m=1}^\infty\frac1{m^{3/2}}
=\frac{\sqrt\pi}{2}\,\zeta(\tfrac32).
\]

The numerical prefactor is \(\sqrt\pi/(8\pi^2)=1/(4\pi)^{3/2}\). The result is Bloch's law,

\[
\boxed{\frac{M(T)}{M(0)}=1-\frac{v}{S}\,\zeta(\tfrac32)
\left(\frac{k_BT}{4\pi D}\right)^{3/2}},
\qquad \zeta(\tfrac32)=2.612 .
\]

The power reflects a count of states: the number of waves with energy below \(k_BT\) grows as \(q^3\), hence as \(T^{3/2}\).

## G. Band correction, field and dimension

The quadratic energy is too high away from the zone centre, so at low temperature, where the region outside the zone contributes negligibly, Bloch's law undercounts magnons in a simple cubic band. To find the first correction at \(h=0\), set \(b=mJS/k_BT\). The \(m\)th term of the Bose series is the cube of

\[
I=\int_{-\pi}^{\pi}\frac{d\phi}{2\pi}e^{-2b(1-\cos\phi)} .
\]

For large \(b\), use \(2b(1-\cos\phi)\approx b\phi^2-b\phi^4/12\). The Gaussian weight \(e^{-b\phi^2}\) has mean \(\phi^4\) equal to \(3/(4b^2)\), so

\[
I\approx\frac1{\sqrt{4\pi b}}\left(1+\frac1{16b}\right),
\qquad
I^3\approx\frac1{(4\pi b)^{3/2}}\left(1+\frac3{16b}\right).
\]

With \(\theta=k_BT/(4\pi JS)\), one has \(1/(4\pi b)=\theta/m\) and \(3/(16b)=3\pi\theta/(4m)\). Summing over \(m\) gives

\[
n\approx\zeta(\tfrac32)\theta^{3/2}+\frac{3\pi}{4}\zeta(\tfrac52)\theta^{5/2}.
\]

This corrects the band shape, not the neglect of interactions.

A field multiplies the \(m\)th term by \(e^{-mh/k_BT}\). Each \(\zeta(s)\) is then replaced by

\[
\mathrm{Li}_s(z)=\sum_{m=1}^\infty\frac{z^m}{m^s},\qquad z=e^{-h/k_BT}.
\]

When \(k_BT\ll h\), the first term dominates and the loss is exponentially small.

In two dimensions, with area \(A\) per site, the same quadratic band gives

\[
n_2=\frac{Ak_BT}{4\pi D}\int_{h/k_BT}^\infty\frac{dy}{e^y-1}
=-\frac{Ak_BT}{4\pi D}\ln\left(1-e^{-h/k_BT}\right).
\]

This grows as \(\ln(k_BT/h)\) when \(h\to0\). The assumption of a small loss then fails at any nonzero temperature, and there is no two-dimensional Bloch law.

The three-dimensional law as written also needs a stiffness that is the same in all directions, which cubic symmetry guarantees, and a finite \(D>0\). An anisotropy that is not symmetric about the moment does not conserve the total \(S^z\), so the one-flip derivation no longer closes and the change of the band is not exactly a uniform shift. A weak single-site cubic anisotropy with the moment along a cube edge is a mild case: its nonconserving part changes \(S^z\) by four units, and to first order in its strength it shifts all one-magnon energies equally. For \(S\le3/2\) the term \((S^x)^4+(S^y)^4+(S^z)^4\) is a constant and has no effect at all. A gap \(\Delta\) opened by an easy-axis anisotropy symmetric about the moment acts on the long waves as \(h\) does, so the law requires modification unless \(2\sqrt{\pi\Delta/k_BT}\) is negligible compared with \(\zeta(\tfrac32)\) (see Section I); a gap well below \(k_BT\) can already matter. It also requires modification when dipolar forces alter the long waves. Their scale is \(g\mu_B\mu_0M\), with \(M\) the moment per volume, and like a field they act through a square root, so a value well below \(k_BT\) can already matter. It does not describe the additional excitations of a metal.

## H. Evaluating the full zone

For the simple cubic lattice, use phases \(\phi_\alpha=q_\alpha a\) between \(-\pi\) and \(\pi\). At \(h=0\) the integrand behaves as \(k_BT/(JS\phi^2)\) near the origin. It is integrable in three dimensions, but a uniform grid treats it poorly and must not include the origin.

The substitution \(|\phi|=\pi u^3\), \(0<u<1\), concentrates points there. For each sign of \(\phi\), the measure is

\[
\frac{d\phi}{2\pi}=\frac32u^2\,du .
\]

The results below use 40 Gauss–Legendre points in \(u\) for each sign and axis. Writing \(2(1-\cos\phi)\) as \(4\sin^2(\phi/2)\), and evaluating \(e^x-1\) with a dedicated function, avoids loss of digits at small arguments.

## I. Worked example

Take a model simple cubic ferromagnet with nearest-neighbour \(J=1\) meV and \(S=3/2\). Its stiffness is

\[
D=JSa^2=1.5\ \text{meV}\,a^2=5.51\times10^{-5}\ \text{hartree}\,a^2 .
\]

At \(\mathbf q=(0.1\pi/a,0,0)\) the full dispersion gives 0.1468 meV, while \(Dq^2\) gives 0.1480 meV, about 0.8% higher. At the zone-boundary points \((\pi/a,0,0)\), \((\pi/a,\pi/a,0)\) and \((\pi/a,\pi/a,\pi/a)\), one, two and three cosines change sign. The energies are 6, 12 and 18 meV. The last, the top of the band, is \(6.61\times10^{-4}\) hartree.

With \(k_B=0.08617\) meV/K, at 5 K

\[
\theta=\frac{0.08617\times5}{4\pi\times1.5}=0.02286,
\qquad
\frac{\zeta(3/2)}S\theta^{3/2}
=\frac{2.612}{1.5}(0.02286)^{3/2}=0.00602 .
\]

Bloch's law thus predicts a loss of 0.602%. Equivalently, the fractional loss is \(5.38\times10^{-4}\,(T/\text{K})^{3/2}\). The table gives \(1-M(T)/M(0)\) in percent.

| \(T\) (K) | Bloch | Two terms | Full zone |
|---:|---:|---:|---:|
| 2 | 0.152 | 0.154 | 0.154 |
| 5 | 0.602 | 0.619 | 0.620 |
| 10 | 1.70 | 1.80 | 1.82 |
| 20 | 4.82 | 5.35 | 5.66 |

Relative to the full-zone value, Bloch's law is low by about 1% at 2 K, 3% at 5 K and 15% at 20 K. The full-zone column still assumes independent magnons, so these differences measure the band approximation alone. A mean-field (Hartree–Fock) estimate of the neglected magnon interaction raises the loss by about 0.2% of its value at 10 K and about 2% at 20 K, so the last digit of those rows belongs to the independent-magnon model only. Between 2 and 5 K, the full-zone loss has an average logarithmic slope of 1.52. The excess over 1.5 has the sign expected from the positive \(T^{5/2}\) term.

Now apply 1 T at 5 K, with \(g=2\). The gap is \(h=0.11577\) meV, so \(h/k_BT=0.2687\) and \(\mathrm{Li}_{3/2}(e^{-0.2687})=1.160\). The leading loss becomes

\[
0.602\%\times\frac{1.160}{2.612}=0.267\%.
\]

The two-term result is 0.279% and the full-zone result 0.280%. This gap is smaller than \(k_BT\), yet it more than halves the loss. The field leaves the number of waves unchanged, but for energies well below \(k_BT\) it lowers the occupation from about \(k_BT/(Dq^2)\) to \(k_BT/(h+Dq^2)\). With \(\gamma=h/k_BT\ll1\) and the variable \(x\) of Section F, the Bose integral drops by about \(\int_0^\infty x^{1/2}\left[\frac1x-\frac1{x+\gamma}\right]dx=\int_0^\infty\frac{\gamma\,dx}{\sqrt x\,(x+\gamma)}=\pi\sqrt\gamma\), where \(x=\gamma t^2\) turns the integral into \(2\sqrt\gamma\int_0^\infty dt/(1+t^2)\). Dividing by \(\Gamma(3/2)=\sqrt\pi/2\) gives \(\mathrm{Li}_{3/2}(e^{-\gamma})\approx\zeta(\tfrac32)-2\sqrt{\pi\gamma}\) to leading order in small \(\gamma\). This leading form is not accurate at \(\gamma=0.269\), but it shows that the drop starts as the square root of the field, not linearly. A fit of Bloch's law to data taken in a field should therefore retain \(h\) unless \(2\sqrt{\pi h/k_BT}\) is negligible compared with \(\zeta(\tfrac32)\). In a real sample \(h\) is set by the internal field, after the demagnetizing correction, and the dipolar energy omitted from this model must pass the same test. With \(S=3/2\), \(g=2\) and \(a=4\) Å, \(\mu_0M\) is 0.55 T. The long-wave dipolar spectrum then lowers the leading loss at 5 K from 0.602% to about 0.49% at zero internal field, a larger change than the band correction, and from 0.267% to about 0.25% at 1 T.
